\section*{Thermal emission rate of an electron trap from detailed balance, part 1}

(Sections cited here and not found follow in the second part.)

\section{From detailed balance to the emission rate}

A capacitance transient gives the rate at which trapped electrons leave a defect. Without a relation between this rate and the properties of the defect, a measured emission rate of 10 s$^{-1}$ per filled trap at 200 K does not say how deep the level lies. Writing the rate as an unknown attempt frequency times a Boltzmann factor does not help much, because the depth inferred from a single rate depends on the frequency assumed. A prefactor wrong by a factor of four shifts that depth by $k_BT\ln 4$, which is 0.024 eV at 200 K. The prefactor can be found without a detailed theory of emission, since the reverse process, capture, must balance emission in equilibrium. What has to be known is the capture cross-section, the number of band states, and the number of internal states of the trap in each charge state.

Consider a trap with two charge states that differ by one electron. The empty state has $g_0$ internal states and the filled state has $g_1$. Within each charge state these internal states are taken to be degenerate, or split by much less than $k_BT$. The lattice around the trap is in equilibrium at temperature $T$ and may vibrate differently in the two charge states. Let $G_0$ and $G_1$ be the free energies of the two states at constant pressure, with the electronic degeneracies left out, and define the trap level by
\begin{equation}
E_t=G_1-G_0 .
\label{eq:level}
\end{equation}
For a rigid lattice this is the energy gained or spent when the electron is added. With lattice vibrations it may depend on temperature, a point that matters when rates at several temperatures are compared.

In equilibrium with electrons at Fermi level $E_F$, a trap state containing $N$ electrons has weight $\exp[-(G-NE_F)/k_BT]$. If the empty trap contains $N$ electrons, the probabilities $P_0$ and $P_1$ of the empty and filled charge states obey
\begin{align}
\frac{P_1}{P_0}
&=\frac{g_1\exp\{-[G_1-(N+1)E_F]/k_BT\}}
        {g_0\exp\{-[G_0-NE_F]/k_BT\}}\nonumber\\
&=\frac{g_1}{g_0}\exp\!\left(\frac{E_F-E_t}{k_BT}\right).
\label{eq:ratio}
\end{align}
The terms $NE_F$ cancel, and one $E_F$ remains for the additional electron. Since $P_0+P_1=1$, division by $P_1$ gives $1/P_1=1+P_0/P_1$, and therefore
\begin{equation}
P_1=\frac{1}{1+(g_0/g_1)\exp[(E_t-E_F)/k_BT]} .
\label{eq:filling}
\end{equation}
The trap is half filled when the second term in the denominator equals one. Taking its logarithm gives the Fermi level at half filling,
\begin{equation}
E_{1/2}=E_t+k_BT\ln\frac{g_0}{g_1}.
\label{eq:half}
\end{equation}
The two possible meanings of ``the trap level'' thus differ by a term proportional to temperature. Throughout, $E_t$ has the meaning of Eq.~\eqref{eq:level}.

Label each one-electron state of the conduction band by $\nu$, which stands for wavevector, spin and valley. It has energy $E_\nu$, speed $v_\nu$ and occupation $f_\nu$. In equilibrium $f_\nu=1/\{1+\exp[(E_\nu-E_F)/k_BT]\}$, so that
\begin{equation}
\frac{f_\nu}{1-f_\nu}=\exp\!\left(\frac{E_F-E_\nu}{k_BT}\right).
\label{eq:fermi}
\end{equation}
An electron in state $\nu$, spread over a crystal of volume $V$, sends a flux $v_\nu/V$ past the trap. The capture cross-section $\sigma_\nu$ is defined by the statement that this flux is captured by an empty trap at the rate $\sigma_\nu v_\nu/V$. The cross-section is averaged over the $g_0$ internal states of the empty trap and summed over the final states of the filled one. With occupation $f_\nu$, the capture rate from this band state is $\sigma_\nu v_\nu f_\nu/V$.

Let $w_\nu$ be the rate at which a filled trap emits its electron into state $\nu$ when that state is vacant. It is averaged over the $g_1$ initial states and summed over the $g_0$ final ones. The exclusion principle reduces the actual rate to $w_\nu(1-f_\nu)$. Time reversal turns capture from $\nu$ into emission into the state with opposite wavevector and spin, which has the same energy and speed. Near an asymmetric defect the rates for these two band states can differ. From here on, $\sigma_\nu$ and $w_\nu$ therefore denote averages over such a pair, which changes no sum over the band. Detailed balance then states that in equilibrium, without a magnetic field, capture from the pair and emission into it occur equally often. Per state, this reads
\begin{equation}
P_0\,\frac{\sigma_\nu v_\nu}{V}\,f_\nu
=P_1\,w_\nu(1-f_\nu).
\label{eq:balance}
\end{equation}
This is stronger than a stationary occupation, which would require only that the two sides agree after summation over $\nu$. Solving for $w_\nu$ and inserting Eqs.~\eqref{eq:ratio} and \eqref{eq:fermi} gives
\begin{align}
w_\nu
&=\frac{\sigma_\nu v_\nu}{V}\,
  \frac{P_0}{P_1}\,\frac{f_\nu}{1-f_\nu}\nonumber\\
&=\frac{\sigma_\nu v_\nu}{V}\,\frac{g_0}{g_1}
  \exp\!\left(\frac{E_t-E_F}{k_BT}\right)
  \exp\!\left(\frac{E_F-E_\nu}{k_BT}\right)\nonumber\\
&=\frac{\sigma_\nu v_\nu}{V}\,\frac{g_0}{g_1}
  \exp\!\left(-\frac{E_\nu-E_t}{k_BT}\right).
\label{eq:state}
\end{align}
The Fermi level has cancelled. What remains refers to the trap, the band state and the lattice temperature, and not to the number of electrons in the band. The emission coefficient derived in equilibrium can therefore be used in a depletion region, where the band is nearly empty and there is no electronic equilibrium. This transfer assumes that the electric field there leaves the level, the band states and the couplings unchanged. A field can lower the barrier or let the electron tunnel, and Eq.~\eqref{eq:state} with zero-field quantities then fails. For a trap that is positively charged when empty, this can happen in an ordinary junction: in silicon, a field of $10^4$ V/cm lowers the Coulomb barrier by about 0.022 eV, which is more than $k_BT$ at 200 K. The numerical rates given below are for zero field. Illumination by a source hotter than the lattice also adds emission that this balance does not contain. Capture in which a second band electron takes up the energy is left out as well; its rate coefficient would depend on the electron density.

The origin of the two factors in Eq.~\eqref{eq:state} can be seen in a model where balance is not assumed. Let the lattice be rigid, and let the electron be coupled to bosons in equilibrium at temperature $T$, such as the photons of thermal radiation. One boson is emitted in capture and one absorbed in emission. Its energy is $\hbar\omega=E_\nu-E_t$. A single phonon can play this part only if the level is so shallow that this energy lies within the phonon spectrum. For an empty trap state $a$ and a filled trap state $b$, the golden rule gives
\begin{align}
R_{a\nu\to b}&=A_{ab\nu}(N_\omega+1),\nonumber\\
R_{b\to a\nu}&=A_{ab\nu}N_\omega,
\qquad
N_\omega=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\label{eq:golden}
\end{align}
The common factor $A_{ab\nu}$ contains $2\pi/\hbar$, the squared matrix element and the density of boson modes. It is the same in both directions because the coupling is Hermitian, so that a matrix element and its reverse have equal magnitude. The factor $N_\omega+1$ includes spontaneous emission of the boson, whereas absorption needs a boson that is already present.

The capture rate is averaged over initial states $a$, and the emission rate over initial states $b$:
\begin{align}
\frac{\sigma_\nu v_\nu}{V}
&=\frac{N_\omega+1}{g_0}\sum_{a,b}A_{ab\nu},\nonumber\\
w_\nu&=\frac{N_\omega}{g_1}\sum_{a,b}A_{ab\nu}.
\label{eq:average}
\end{align}
Both contain the same double sum, which cancels in the ratio. From Eq.~\eqref{eq:golden}, $N_\omega+1=e^{\hbar\omega/k_BT}N_\omega$, and hence
\begin{equation}
\frac{w_\nu}{\sigma_\nu v_\nu/V}
=\frac{g_0}{g_1}\frac{N_\omega}{N_\omega+1}
=\frac{g_0}{g_1}\exp\!\left(-\frac{E_\nu-E_t}{k_BT}\right).
\label{eq:goldenratio}
\end{equation}
This is Eq.~\eqref{eq:state}. The exponential comes from the scarcity of bosons that can be absorbed. The degeneracy ratio comes from averaging over initial and summing over final states: more states of the empty trap give emission more places to end, while more states of the filled trap do the same for capture.

The same model shows how the occupation in Eq.~\eqref{eq:filling} arises from the rates. For given $a$, $b$ and $\nu$, the filling rate is $A_{ab\nu}(N_\omega+1)f_\nu$ and the emptying rate is $A_{ab\nu}N_\omega(1-f_\nu)$. Their ratio is
\begin{equation}
e^{(E_\nu-E_t)/k_BT}\,e^{(E_F-E_\nu)/k_BT}
=e^{(E_F-E_t)/k_BT},
\label{eq:pair}
\end{equation}
whatever the coupling and the band energy. All processes balance together if each filled state is more probable than each empty state by this factor. Counting $g_1$ filled and $g_0$ empty states returns Eq.~\eqref{eq:ratio}. Numerical tests with random couplings and degeneracies $(g_0,g_1)=(1,2)$, $(2,1)$ and $(4,3)$ confirmed the summed emission rate to a relative error below $10^{-10}$. The stationary filling from the full rate equations agreed with Eq.~\eqref{eq:filling} to the same absolute accuracy.

Away from equilibrium the internal states need more care. If the filled states have different emission rates and do not exchange population quickly, the faster ones empty first and the decay is not a single exponential. The average in $w_\nu$ applies when transitions among the filled states are fast compared with emission, or when their emission rates are equal.

The total emission rate of a filled trap is the sum of $w_\nu(1-f_\nu)$. In a nearly empty band $1-f_\nu$ can be replaced by one. Separating the band edge $E_c$ from the energy above it gives
\begin{align}
e_n&=\sum_\nu w_\nu\nonumber\\
&=\frac{g_0}{g_1}e^{-(E_c-E_t)/k_BT}\,
\frac1V\sum_\nu\sigma_\nu v_\nu
e^{-(E_\nu-E_c)/k_BT}.
\label{eq:sum}
\end{align}
The remaining sum is a thermal average multiplied by a density of states. Define
\begin{align}
N_c&=\frac1V\sum_\nu e^{-(E_\nu-E_c)/k_BT},\nonumber\\
\langle X\rangle&=
\frac{\sum_\nu X_\nu e^{-(E_\nu-E_c)/k_BT}}
     {\sum_\nu e^{-(E_\nu-E_c)/k_BT}},
\label{eq:definitions}
\end{align}
and the effective cross-section $\sigma_n=\langle\sigma v\rangle/\langle v\rangle$. Then
\begin{equation}
\boxed{\;
e_n=\frac{g_0}{g_1}\,\sigma_n\langle v\rangle N_c
\exp\!\left(-\frac{E_c-E_t}{k_BT}\right)
\;}
\label{eq:emission}
\end{equation}
for a non-degenerate band. If the cross-section does not depend on the band state, $\sigma_n$ is that constant. Otherwise it is the average weighted by speed, since faster electrons reach the trap more often.

If the level is specified by half filling, Eq.~\eqref{eq:half} gives $e^{E_t/k_BT}=(g_1/g_0)e^{E_{1/2}/k_BT}$. The degeneracy ratio then cancels:
\begin{equation}
e_n=\sigma_n\langle v\rangle N_c
\exp\!\left(-\frac{E_c-E_{1/2}}{k_BT}\right).
\label{eq:halfemission}
\end{equation}
Equations~\eqref{eq:emission} and \eqref{eq:halfemission} are the same result. Using $E_{1/2}$ in the first would count the degeneracy twice.

The density $N_c$ follows from the shape of the band. Take $M$ equivalent parabolic valleys, each with two transverse masses $m_t$ and one longitudinal mass $m_l$. With the wavevector $\mathbf q$ measured from the minimum of a valley,
\begin{equation}
E-E_c=\frac{\hbar^2}{2}
\left(\frac{q_x^2+q_y^2}{m_t}+\frac{q_z^2}{m_l}\right).
\label{eq:band}
\end{equation}
The sum over states becomes $2MV\int d^3q/(2\pi)^3$, where the factor 2 counts spin. At temperatures where the occupied part of each valley is small, the integration can be extended to infinity. Each direction then gives a Gaussian integral,
\begin{equation}
\int_{-\infty}^{\infty}dq\,
e^{-\hbar^2q^2/(2mk_BT)}
=\frac{\sqrt{2\pi mk_BT}}{\hbar}.
\label{eq:gauss}
\end{equation}
The product of three such integrals is
\begin{align}
N_c&=\frac{2M}{(2\pi)^3}
\frac{(2\pi k_BT)^{3/2}m_t\sqrt{m_l}}{\hbar^3}\nonumber\\
&=2M\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2},
\qquad m_d=(m_t^2m_l)^{1/3}.
\label{eq:nc}
\end{align}
Here $m_d$ is the density-of-states mass of one valley; the number of valleys is kept in the separate factor $M$.

To connect the rate with a transient, let $n=N_ce^{-(E_c-E_F)/k_BT}$ be the electron density in a non-degenerate band. An empty trap captures at the rate $\sigma_n\langle v\rangle n$. Away from equilibrium this average over the $g_0$ empty states needs the same condition as the one for emission: the empty states must exchange population quickly compared with capture, or capture at equal rates. Exchange of carriers with the valence band is left out. The filling then changes as
\begin{equation}
\frac{dP_1}{dt}=\sigma_n\langle v\rangle n(1-P_1)-e_nP_1 .
\label{eq:kinetics}
\end{equation}
In a depleted region $n$ is negligible, and $P_1(t)=P_1(0)e^{-e_nt}$. This holds for a level well above the middle of the gap. Near midgap the empty trap is also refilled from the valence band at a hole emission rate $e_p$; the decay constant is then $e_n+e_p$, and the filling tends to $e_p/(e_n+e_p)$ instead of zero. Suppose that the junction is one-sided, as for a Schottky barrier or a much more heavily doped $p$ side, that the traps are uniform, that the depletion width $W$ has a sharp edge, and that the voltage $U$ across the region is fixed. Let $\rho$ be the density of positive elementary charges there, $\kappa$ the permittivity and $S$ the junction area. Integrating Poisson's equation twice gives $U=e\rho W^2/(2\kappa)$, and therefore $C=\kappa S/W=S\sqrt{\kappa e\rho/(2U)}$. A trapped electron density $n_t$ lowers $\rho$ from its final value $\rho_\infty$ to $\rho_\infty-n_t$. For $n_t\ll\rho_\infty$, expansion of the square root gives
\begin{equation}
\frac{C(t)-C_\infty}{C_\infty}
\simeq-\frac{n_t(0)}{2\rho_\infty}e^{-e_nt}.
\label{eq:capacitance}
\end{equation}
The capacitance rises as electrons leave, with the emission rate as its decay constant. If the $p$ side also carries part of the depletion region, the amplitude is smaller; for equal doping on both sides it is half of this value. This simple form neglects the part of the depletion region near its edge where traps can remain filled. The trap density inferred from the amplitude is therefore too small, most of all at low voltage, where that part can be a large fraction of $W$. The error does not vanish quickly with voltage: for a level 0.40 eV below the band edge of silicon at 200 K and $\rho_\infty=10^{15}$ cm$^{-3}$, the inferred density is still about 30 per cent low at $U=10$ V.

Detailed balance has fixed the emission rate of a trap in terms of its level, its degeneracies, its capture cross-section, and the mean speed and effective density of states of the band electrons. It remains to calculate the mean speed, to obtain numerical rates, and to determine what measured rates reveal about the trap.
